**Weights and number of irreducible k-points: orbit–stabilizer and Burnside counting**

For a mesh of N points κ = (m+s)/n that a finite group 𝒢 maps onto itself modulo reciprocal vectors G, the weight of an irreducible point is w = |𝒢|/(|𝒢_k| N) with little co-group 𝒢_k = {R : Rk = k+G}, and the number of irreducible points is N_irr = |𝒢|⁻¹ Σ_R Fix(R). For equal n, Fix(R) = Π gcd(d_i, n) on an unshifted mesh, and zero or that product on a shifted one, where d_i are the Smith invariants of M−1 and M is the integer matrix of R in reciprocal coordinates. The program finds orbits as connected components of the graph k → Rk and little co-groups by Cartesian arithmetic, and asserts these formulas on hexagonal, sc, fcc and bcc meshes, the hexagonal and simple-cubic closed forms, and agreement of N_irr with the rank of the averaged permutation matrix and with the number of distinct values of a random invariant function. For a honeycomb tight-binding model (hopping t, staggered potential Δ, Haldane hopping t₂) it asserts the symmetry group of the bands in each case, the equality of reduced and full sums, and the symmetrization rule for the velocity tensor. It also asserts the failures: omitting G, using too large a group, leaving a tensor unsymmetrized, and applying the full group order to a non-invariant mesh. The output shows 84/12 = 7 points on the 6×6 mesh with orbits 1, 6, 6, 3, 6, 12, 2 and band energy −1.250374×10⁻¹⁸ J per cell from both the reduced and the full sum, with the energy of order 10⁻³⁴ J at (2,4) being rounding error on an exact zero.

## Numerical verification

```python
# Symmetry reduction of a k mesh.  Mesh: k = B kappa, kappa = (m+s)/n, N points, A^T B = 2 pi.
# Group of orthogonal R (integer form M = B^-1 R B) mapping the mesh onto itself mod
# reciprocal vectors G.  Under test:
#   weight w_k = orbit size/N = |group|/(|little co-group| N), little co-group: R k = k + G
#   N_irr = (1/|group|) sum_R Fix(R);  Fix = prod gcd(d_i, n), d_i Smith invariants of M-1
#   (unshifted; 0 or that product if shifted); plus the ways these fail without the conditions.
# Example: honeycomb tight binding, hopping t, staggered potential Delta, Haldane hopping t2.
import itertools as it, math
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.constants import hbar, e
rng = np.random.default_rng(1)

def recip(A): return 2*np.pi*np.linalg.inv(A).T
def to_int(A, R):
    B = recip(A); M = np.linalg.solve(B, R @ B); Mi = np.rint(M).astype(int)
    assert np.allclose(M, Mi, atol=1e-9); return Mi
def key(M): return tuple(int(x) for x in M.ravel())
def keys(A, Rs): return {key(to_int(A, R)) for R in Rs}
def closure(Ms):
    S = {key(M): M for M in Ms}
    while True:
        new = {key(X @ Y): X @ Y for X in S.values() for Y in Ms}
        if set(new) <= set(S): return set(S)
        S.update(new)
def mesh(n, s): return (np.array(list(it.product(*[range(x) for x in n]))) + s)/np.array(n)
def image(M, n, s):
    x = mesh(n, s) @ M.T*np.array(n) - s; r = np.rint(x).astype(int)
    return np.all(abs(x - r) < 1e-9, axis=1), np.ravel_multi_index((r % np.array(n)).T, n)
def classes(A, Rs, n, s):          # connected components of the graph k -> R k
    N = math.prod(n); rows, cols = [], []
    for R in Rs:
        on, idx = image(to_int(A, R), n, s)
        rows += list(np.arange(N)[on]); cols += list(idx[on])
    g = coo_matrix((np.ones(len(rows)), (rows, cols)), shape=(N, N))
    lab = connected_components(g, directed=False)[1]
    _, rep, size = np.unique(lab, return_index=True, return_counts=True)
    return lab, rep, size
def fixed(A, Rs, n, s):            # Cartesian test that R k - k is a reciprocal vector
    k = mesh(n, s) @ recip(A).T; out = []
    for R in Rs:
        x = (k @ R.T - k) @ A/(2*np.pi); out.append(np.all(abs(x - np.rint(x)) < 1e-9, axis=1))
    return np.array(out)
def smith(X):
    d = len(X); prev = 1; out = []
    for r in range(1, d + 1):
        g = 0
        for a_ in it.combinations(range(d), r):
            for b_ in it.combinations(range(d), r):
                g = math.gcd(g, abs(int(round(np.linalg.det(X[np.ix_(a_, b_)])))))
        out.append(g//prev); prev = g if g else prev
    return out
def preserving(A, Rs, n, s):
    H = []
    for R in Rs:
        M = to_int(A, R); on = image(M, n, s)[0]
        if len(set(n)) == 1:       # all or nothing, decided by (M-1)s being integer
            c = M @ s - s; ok = np.allclose(c, np.rint(c))
            assert on.all() if ok else not on.any()
        if on.all(): H.append(R)
    return H
def verify(A, Rs, gens, n, s):
    assert len(preserving(A, Rs, n, s)) == len(Rs)
    lab, rep, size = classes(A, gens, n, s); F = fixed(A, Rs, n, s)
    assert np.all(size[lab]*F.sum(0) == len(Rs))
    assert F.sum() == len(Rs)*len(rep)
    if len(set(n)) == 1:
        for R, fx in zip(Rs, F.sum(1)):
            p = math.prod(math.gcd(d, n[0]) for d in smith(to_int(A, R) - np.eye(len(n), dtype=int)))
            assert fx == p or (s.any() and fx == 0)
    return len(rep)
def holohedry(A):                  # integer matrices with entries -1,0,1 keeping the metric
    d = len(A); g = recip(A).T @ recip(A); g = g/g.max()
    X = np.array(list(it.product([-1, 0, 1], repeat=d*d))).reshape(-1, d, d)
    ok = abs(np.transpose(X, (0, 2, 1)) @ g @ X - g).max(axis=(1, 2)) < 1e-9
    return {key(M) for M in X[ok]}

a, t, Delta, t2 = 2.5e-10, 4.0e-19, 2.0e-19, 0.5e-19
A = a*np.array([[1, 0.5], [0, np.sqrt(3)/2]]); B = recip(A)
rot = lambda x: np.array([[np.cos(x), -np.sin(x)], [np.sin(x), np.cos(x)]])
mir = np.diag([1., -1.])
G = [rot(j*np.pi/3) for j in range(6)] + [rot(j*np.pi/3) @ mir for j in range(6)]
gen = [G[1], mir]; z2, h2 = np.zeros(2), np.full(2, 0.5)
assert closure([to_int(A, R) for R in gen]) == keys(A, G) == holohedry(A) and len(keys(A, G)) == 12
cnt = {}
for n in range(1, 25):
    cnt[n] = verify(A, G, gen, (n, n), z2)
    assert 12*cnt[n] == n*n + 6*n + math.gcd(2, n)**2 + 2*math.gcd(3, n) + 2
for n in (5, 6, 9, 12):
    N = n*n; P = np.zeros((N, N))
    for R in G: P[image(to_int(A, R), (n, n), z2)[1], np.arange(N)] += 1/12
    assert np.allclose(P @ P, P) and np.sum(np.linalg.eigvalsh(P) > 0.5) == cnt[n]
    k = mesh((n, n), z2) @ B.T; L = n*mesh((n, n), z2) @ A.T; c = rng.normal(size=N)
    val = np.sort(sum(np.cos(k @ R.T @ L.T) @ c for R in G))
    assert 1 + np.sum(np.diff(val) > 1e-7) == cnt[n]

def bands(k, D=0., tt=0.):
    f = 1 + np.exp(-1j*k @ A[:, 0]) + np.exp(-1j*k @ A[:, 1])
    ph = k @ np.array([A[:, 0], A[:, 1] - A[:, 0], -A[:, 1]]).T
    H = np.zeros((len(k), 2, 2), complex); H[:, 0, 1] = -f; H[:, 1, 0] = -f.conj()
    H[:, 0, 0] = (D + 2*tt*np.cos(ph + np.pi/2).sum(1))/t
    H[:, 1, 1] = (-D + 2*tt*np.cos(ph - np.pi/2).sum(1))/t
    return t*np.linalg.eigvalsh(H)
def crystal_group(species):
    p = np.array([[1, 1], [2, 2]])/3; out = []
    same = lambda x, y: np.allclose(x - y, np.rint(x - y), atol=1e-9)
    for R in G:
        q = p @ np.linalg.solve(A, R @ A).T
        if any(all(any(species[i] == species[j] and same(q[i] + tau, p[j]) for j in (0, 1))
                   for i in (0, 1)) for tau in p - q[0]): out.append(R)
    return out
kr = rng.random((20, 2)) @ B.T
egroup = lambda D, tt: [R for R in G if abs(bands(kr @ R.T, D, tt) - bands(kr, D, tt)).max() < 1e-9*t]
P0, P1 = crystal_group("AA"), crystal_group("AB"); GH = egroup(Delta, t2)
assert keys(A, P0) == keys(A, egroup(0, 0)) == keys(A, G) and len(P1) == 6
assert keys(A, egroup(Delta, 0)) == keys(A, P1 + [-R for R in P1]) == keys(A, G)
assert keys(A, GH) == keys(A, [np.sign(np.linalg.det(R))*R for R in P1]) and len(GH) == 6

n6 = (6, 6); N = 36; kap = mesh(n6, z2); k6 = kap @ B.T
lab, rep, size = classes(A, gen, n6, z2); F = fixed(A, G, n6, z2); w = 12/(F.sum(0)[rep]*N)
print(f"a = {a:.2e} m, t = {t:.2e} J, Delta = {Delta:.2e} J, t2 = {t2:.2e} J")
print(f"|b| = {np.linalg.norm(B[:, 0]):.5e} 1/m, group order {len(G)}, 6x6 mesh N = {N}")
names = {(1, 2): "E", (1, -2): "C2", (1, -1): "C3", (1, 1): "C6", (-1, 0): "mirror"}
for (d, tr), nm in names.items():
    ii = [i for i, R in enumerate(G) if (round(np.linalg.det(R)), round(np.trace(R))) == (d, tr)]
    sm = {tuple(smith(to_int(A, G[i]) - np.eye(2, dtype=int))) for i in ii}
    print(f"class {nm}: {len(ii)} ops, Smith {sorted(sm)}, Fix {sorted({int(F[i].sum()) for i in ii})}")
print(f"sum of Fix = {F.sum()}, N_irr = {F.sum()//12}")
eps = bands(k6)[:, 0]; strict = 0
for r, wi, sz in zip(rep, w, size):
    cand = (kap[r] + np.array(list(it.product([-1, 0], repeat=2)))) @ B.T
    kb = cand[np.argmin(np.linalg.norm(cand, axis=1))]
    st = sum(np.linalg.norm(R @ kb - kb)*a < 1e-9 for R in G); strict += 12/st/N
    print(f"m={tuple(int(round(x)) for x in 6*kap[r])} |G_k|={F[:, r].sum()} (without G: {st}) "
          f"orbit={sz} w={wi:.6f} eps={eps[r]:.5e} J")
assert abs(w.sum() - 1) < 1e-12 and strict > 1.1
print(f"sum of weights = {w.sum():.6f}; ignoring G it would be {strict:.6f}")
Eirr, Efull = 2*w @ eps[rep], 2*eps.mean(); assert abs(Eirr - Efull) < 1e-12*t
Efine = 2*bands(mesh((300, 300), z2) @ B.T)[:, 0].mean()
print(f"band energy/cell 6x6 irreducible = {Eirr:.6e} J = {Eirr/e:.5f} eV")
print(f"band energy/cell 6x6 full = {Efull:.6e} J")
print(f"band energy/cell 300x300 full = {Efine:.6e} J = {Efine/e:.5f} eV")
print("hexagonal N_irr:", ", ".join(f"n={n}: {cnt[n]}" for n in (3, 4, 6, 12, 24)))
print(f"staggered: crystal order {len(P1)}, energy order {len(egroup(Delta, 0))}, "
      f"N_irr without time reversal {verify(A, P1, P1, n6, z2)}")

eh = bands(k6, Delta, t2)[:, 0]; nH = verify(A, GH, GH, n6, z2)
_, rh, sh = classes(A, GH, n6, z2); good, bad = 2*sh @ eh[rh]/N, 2*w @ eh[rep]
assert abs(good - 2*eh.mean()) < 1e-12*t and abs(bad - good) > 1e-3*t
print(f"Haldane+Delta: order {len(GH)}, N_irr {nH}")
print(f"  energy/cell full {2*eh.mean():.6e} J, order 6 {good:.6e} J, order 12 {bad:.6e} J")

h = 1e-5/a                          # central difference, relative error about 1e-10
v = np.array([(bands(k6 + h*u, Delta)[:, 0] - bands(k6 - h*u, Delta)[:, 0])/(2*h*hbar)
              for u in np.eye(2)]).T
Tf = v.T @ v/N; Ti = (v[rep].T*w) @ v[rep]; Ts = sum(R @ Ti @ R.T for R in G)/12
assert abs(Ts - Tf).max() < 1e-7*Tf[0, 0] and abs(Ti - Tf).max() > 1e-2*Tf[0, 0]
for nm, T in (("full", Tf), ("irreducible raw", Ti), ("symmetrized", Ts)):
    T = np.round(T/1e11, 5) + 0.0
    print(f"<vv> {nm}: xx {T[0, 0]:.5f} yy {T[1, 1]:.5f} xy {T[0, 1]:.5f} (1e11 m^2/s^2)")

for n, s in (((6, 6), h2), ((6, 3), z2)):
    H = preserving(A, G, n, s); nh = verify(A, H, H, n, s); Nn = math.prod(n)
    _, r, sz = classes(A, G, n, s); Fn = fixed(A, G, n, s); en = bands(mesh(n, s) @ B.T)[:, 0]
    naive = (12/Fn.sum(0)[r]).sum()/Nn
    assert len(H) == 4 and abs(sz @ en[r]/Nn - en.mean()) < 1e-12*t
    assert naive > 1.1 and Fn.sum() != 12*len(r) and (len(r) == nh if s.any() else len(r) < nh)
    print(f"mesh {n} shift {s[0]}: |H|={len(H)}, H orbits {nh}, merged by all 12 ops {len(r)}")
    print(f"  naive: sum Fix/12 = {Fn.sum()}/12 = {Fn.sum()/12:.4f}, weight sum {naive:.4f}")

Oh = [np.eye(3)[list(p)]*np.array(sg) for p in it.permutations(range(3))
      for sg in it.product([1, -1], repeat=3)]
g3 = [np.array([[0., -1, 0], [1, 0, 0], [0, 0, 1]]), np.eye(3)[[1, 2, 0]], -np.eye(3)]
lat = {"sc": np.eye(3), "fcc": (1 - np.eye(3))/2, "bcc": 0.5 - np.eye(3)}
for nm, A3 in lat.items():
    assert closure([to_int(A3, R) for R in g3]) == keys(A3, Oh) == holohedry(A3)
    for s in (np.zeros(3), np.full(3, 0.5)):
        res = {}
        for n in (2, 3, 4, 6, 8):
            H = preserving(A3, Oh, (n,)*3, s)
            res[n] = verify(A3, H, g3 if len(H) == 48 else H, (n,)*3, s)
            if nm == "sc" and n % 2 == 0:
                assert res[n] == math.comb(n//2 + (2 if s.any() else 3), 3)
        assert len(H) == (12 if nm == "fcc" and s.any() else 48)
        print(f"{nm} shift {s[0]}: mesh group order {len(H)}, N_irr n=4: {res[4]}, n=8: {res[8]}")
print("all good")
```

Output:

```
a = 2.50e-10 m, t = 4.00e-19 J, Delta = 2.00e-19 J, t2 = 5.00e-20 J
|b| = 2.90208e+10 1/m, group order 12, 6x6 mesh N = 36
class E: 1 ops, Smith [(0, 0)], Fix [36]
class C2: 1 ops, Smith [(2, 2)], Fix [4]
class C3: 2 ops, Smith [(1, 3)], Fix [3]
class C6: 2 ops, Smith [(1, 1)], Fix [1]
class mirror: 6 ops, Smith [(1, 0)], Fix [6]
sum of Fix = 84, N_irr = 7
m=(0, 0) |G_k|=12 (without G: 12) orbit=1 w=0.027778 eps=-1.20000e-18 J
m=(0, 1) |G_k|=2 (without G: 2) orbit=6 w=0.166667 eps=-1.05830e-18 J
m=(0, 2) |G_k|=2 (without G: 2) orbit=6 w=0.166667 eps=-6.92820e-19 J
m=(0, 3) |G_k|=4 (without G: 2) orbit=3 w=0.083333 eps=-4.00000e-19 J
m=(1, 2) |G_k|=2 (without G: 2) orbit=6 w=0.166667 eps=-8.00000e-19 J
m=(1, 3) |G_k|=1 (without G: 1) orbit=12 w=0.333333 eps=-4.00000e-19 J
m=(2, 4) |G_k|=6 (without G: 2) orbit=2 w=0.055556 eps=-1.60119e-34 J
sum of weights = 1.000000; ignoring G it would be 1.194444
band energy/cell 6x6 irreducible = -1.250374e-18 J = -7.80422 eV
band energy/cell 6x6 full = -1.250374e-18 J
band energy/cell 300x300 full = -1.259678e-18 J = -7.86229 eV
hexagonal N_irr: n=3: 3, n=4: 4, n=6: 7, n=12: 19, n=24: 61
staggered: crystal order 6, energy order 12, N_irr without time reversal 10
Haldane+Delta: order 6, N_irr 10
  energy/cell full -1.362656e-18 J, order 6 -1.362656e-18 J, order 12 -1.284745e-18 J
<vv> full: xx 2.17942 yy 2.17942 xy 0.00000 (1e11 m^2/s^2)
<vv> irreducible raw: xx 0.71406 yy 3.64478 xy 1.23678 (1e11 m^2/s^2)
<vv> symmetrized: xx 2.17942 yy 2.17942 xy 0.00000 (1e11 m^2/s^2)
mesh (6, 6) shift 0.5: |H|=4, H orbits 12, merged by all 12 ops 12
  naive: sum Fix/12 = 48/12 = 4.0000, weight sum 3.0000
mesh (6, 3) shift 0.0: |H|=4, H orbits 8, merged by all 12 ops 7
  naive: sum Fix/12 = 52/12 = 4.3333, weight sum 2.0000
sc shift 0.0: mesh group order 48, N_irr n=4: 10, n=8: 35
sc shift 0.5: mesh group order 48, N_irr n=4: 4, n=8: 20
fcc shift 0.0: mesh group order 48, N_irr n=4: 8, n=8: 29
fcc shift 0.5: mesh group order 12, N_irr n=4: 10, n=8: 60
bcc shift 0.0: mesh group order 48, N_irr n=4: 8, n=8: 29
bcc shift 0.5: mesh group order 48, N_irr n=4: 6, n=8: 26
all good
```
